Four polarization minima in an even eighth-order Landau energy

1. Definitions and conventions

Let P be one component of a spatially uniform polarization. At zero electric field its Landau free-energy density, measured from the value at P = 0, is

F(P) = (α/2)P² + (β/4)P⁴ + (γ/6)P⁶ + (δ/8)P⁸.

The coefficients are real and do not depend on P. Odd powers are absent because the states P and −P are assumed equivalent; a built-in field would break this. The fractions make the derivative simple, and the discriminant below holds for this normalization. If the energy is instead written as A₂P² + A₄P⁴ + A₆P⁶ + A₈P⁸, then α = 2A₂, β = 4A₄, γ = 6A₆ and δ = 8A₈ must be inserted.

The result to be shown is that F has exactly four local minima, with a local maximum at P = 0, if and only if

α < 0, β > 0, γ < 0, δ > 0 and D > 0,

where

D = β²γ² − 4δβ³ − 4αγ³ + 18αβγδ − 27α²δ².

The four minima need not be equally deep. They are stable or metastable within this one-component, uniform model; stability against other distortions is a separate question.

2. From the energy to a cubic

Differentiation gives

F'(P) = αP + βP³ + γP⁵ + δP⁷ = P g(x), x = P²,

g(x) = α + βx + γx² + δx³.

For P > 0 the sign of F' is the sign of g. A minimum at P > 0 is therefore a point where g changes from negative to positive as x increases, and a maximum is a point where it changes from positive to negative. Each such point has a mirror image at −P.

3. Why the signs are necessary

Suppose that F has exactly four minima. Nonzero minima come in pairs ±P, while P = 0 is its own mirror image. Four is even, so P = 0 is not among them, and there are two minima at positive P. Call their squares x₁ < x₃.

Just above x₁ the function g is positive, and just below x₃ it is negative. It must cross zero downward at some x₂ between them. Thus g has three distinct positive roots. A nonzero polynomial of degree at most three can have no more, so its degree is three and

g(x) = δ(x − x₁)(x − x₂)(x − x₃), 0 < x₁ < x₂ < x₃.

Above x₃ all three brackets are positive, and g is positive there because x₃ is an upward crossing. Hence δ > 0. Boundedness of the energy at large P is thus a consequence of having four minima.

Multiplying out the brackets and comparing powers of x gives

γ = −δ(x₁ + x₂ + x₃) < 0,
β = δ(x₁x₂ + x₁x₃ + x₂x₃) > 0,
α = −δx₁x₂x₃ < 0.

Near zero F ≈ (α/2)P², so α < 0 makes P = 0 a local maximum. That property also follows from the four minima.

4. The discriminant

The signs do not guarantee three real roots. To find the missing condition, take δ > 0 and remove the quadratic term by the shift

x = y + c, c = −γ/(3δ).

Then g = δ(y³ + uy + v), with

u = β/δ − γ²/(3δ²) = −(γ² − 3βδ)/(3δ²),

v = g(c)/δ = α/δ − βγ/(3δ²) + 2γ³/(27δ³)
= (2γ³ − 9βγδ + 27αδ²)/(27δ³).

Here u is g'(c)/δ, and the last term of v is the sum of γ³/(9δ³) from the quadratic term and −γ³/(27δ³) from the cubic term.

Let k(y) = y³ + uy + v. Its derivative is 3y² + u. If u ≥ 0, k is strictly increasing and has one distinct real root. If u < 0, define s = √(−u/3), so that u = −3s². The turning values are

k(−s) = −s³ + 3s³ + v = v + 2s³ (local maximum),
k(s) = s³ − 3s³ + v = v − 2s³ (local minimum).

Three distinct real roots occur precisely when the first value is positive and the second negative, that is, when

v² < 4s⁶ = −4u³/27, or −4u³ − 27v² > 0.

The last inequality cannot hold for u ≥ 0, so it covers both cases. Multiplication by δ⁴ > 0 keeps its sign. Define

D = δ⁴(−4u³ − 27v²)
= [4(γ² − 3βδ)³ − (2γ³ − 9βγδ + 27αδ²)²]/(27δ²).

The two terms in the square bracket expand as

4(γ² − 3βδ)³ = 4γ⁶ − 36βγ⁴δ + 108β²γ²δ² − 108β³δ³,

(2γ³ − 9βγδ + 27αδ²)² = 4γ⁶ − 36βγ⁴δ + 81β²γ²δ² + 108αγ³δ² − 486αβγδ³ + 729α²δ⁴.

On subtraction the γ⁶ and βγ⁴δ terms cancel. Division by 27δ² leaves

D = β²γ² − 4δβ³ − 4αγ³ + 18αβγδ − 27α²δ².

Thus D > 0 is equivalent to three distinct real roots. Section 3 showed that four minima require them, so D > 0 is necessary.

5. Why the conditions are sufficient

Now assume the four signs and D > 0. The cubic has three distinct real roots. For x < 0 each of α, βx, γx² and δx³ is negative, and g(0) = α < 0. No root can therefore be negative or zero: all three are positive.

Since δ > 0, the signs of g in the four successive intervals of positive x are −, +, −, +. The roots are a minimum, a maximum and a minimum of F for P > 0. Reflection gives four minima in all, and α < 0 gives the central maximum. This completes the proof.

The curvature confirms the ordering. Since dx/dP = 2P,

F''(P) = g(x) + 2x g'(x),

and at a nonzero stationary point F'' = 2xᵢg'(xᵢ). From the factorized cubic,

g'(x₁) = δ(x₁ − x₂)(x₁ − x₃) > 0,
g'(x₂) = δ(x₂ − x₁)(x₂ − x₃) < 0,
g'(x₃) = δ(x₃ − x₁)(x₃ − x₂) > 0.

6. Cases in which the criterion fails

Three examples with dimensionless coefficients (α, β, γ, δ) show that neither part of the criterion is enough.

For (−1, 1, −1, 1), g = (x − 1)(x² + 1). The signs are right, but D = −16 and there are two minima.

For (−2, −1, 2, 1), g = (x − 1)(x + 1)(x + 2). Here D = 36, but β and γ have the wrong signs. Two roots are negative and correspond to no real polarization. There are two minima.

For (2, −1, −2, 1), g = (x + 1)(x − 1)(x − 2). Again D = 36, but α and β have the wrong signs. There are three minima, one of them at P = 0.

The borderline D = 0, with the four signs kept, also fails. At a double root g touches zero without changing sign, so F has an inflection there; the remaining simple root gives one pair of minima. At a triple root g does change sign, and again there is one pair, now with zero curvature.

The criterion was also compared with direct counts of minima on sampled energy curves. One set had 2500 coefficient choices with magnitudes from 0.1 to 3 and random signs, one choice in five having a coefficient set to zero; only 3 of them had four minima, so this set mainly tests cases in which the criterion fails. A second set had 2497 choices with the four required signs near the four-well region, of which 314 had four minima. The count and the criterion agreed in every case.

7. The allowed window

D is a difference of large terms and is hard to read. Two dimensionless numbers show the condition better:

a = |α|δ²/|γ|³, b = βδ/γ².

With x = (|γ|/δ)z and the required signs,

g = (|γ|³/δ²)(z³ − z² + bz − a).

The shift z = y + 1/3 gives the reduced values

u = b − 1/3, v = b/3 − 2/27 − a, s = √(1 − 3b)/3.

The condition |v| < 2s³ becomes

a₋ < a < a₊, a± = [9b − 2 ± 2(1 − 3b)^(3/2)]/27, b < 1/3,

together with a > 0 and b > 0. In the original coefficients b < 1/3 reads γ² > 3βδ: the negative sixth-order term must be strong enough to make g turn twice.

The lower limit a₋ increases with b and vanishes at b = 1/4. Two regimes follow when α is raised toward zero with β, γ and δ fixed.

For 1/4 < b < 1/3, a falls to a₋ > 0. The local minimum of g rises to zero, so x₂ and x₃ merge. The outer wells disappear and the inner pair remains.

For 0 < b < 1/4, the effective lower limit is a = 0. There x₁ reaches zero and the inner wells merge with the central maximum. For small positive α, P = 0 is a minimum accompanied by the outer pair.

Lowering α instead raises a to a₊ in both regimes. The local maximum of g sinks to zero, x₁ and x₂ merge, and the outer pair remains.

The window closes at b = 1/3, a = 1/27, where all three roots coincide. In the opposite limit of small b,

(1 − 3b)^(3/2) = 1 − 9b/2 + 27b²/8 + …,

so a₊ ≈ b²/4, or |αγ| < β²/4 to leading order. This is the condition for α + βx + γx² to have two distinct roots. The eighth-order term then mainly supplies the distant outer well at x₃ ≈ |γ|/δ.

8. Which pair of wells is deeper

Because P dP = dx/2, the difference in depth is

F(P₃) − F(P₁) = ½∫ g(x) dx, from x₁ to x₃.

Let m = (x₁ + x₃)/2, h = (x₃ − x₁)/2 and t = x − m. Then

g = δ(t² − h²)(t + m − x₂).

The part odd in t integrates to zero between −h and h. The rest gives

F(P₃) − F(P₁) = ½δ(m − x₂)(2h³/3 − 2h³)
= −(2/3)δh³(m − x₂).

The outer wells are deeper when x₂ < m. To express this through a and b, note that the mean root c = (2m + x₂)/3 satisfies c − x₂ = (2/3)(m − x₂). Thus x₂ < m means that c lies between x₂ and x₃, where g(c) < 0. Since g(c) has the sign of the reduced v, the outer wells are deeper exactly when

a > (9b − 2)/27.

Equality gives four equally deep wells. This value is the middle of the interval from a₋ to a₊. For b < 2/9 it is negative, so the outer wells are then deeper throughout the allowed region.

9. A worked example

Take p = P/P₀ with P₀ = 10 μC/cm², and use p in place of P in the polynomial. All coefficients are then energy densities:

α = −600, β = 5600, γ = −14000, δ = 10000 J/cm³.

The five terms of D, in units of 10¹⁵ (J/cm³)⁴, are

D = 6.14656 − 7.02464 − 6.58560 + 8.46720 − 0.97200 = 0.03152.

So D = 3.152 × 10¹³ (J/cm³)⁴, positive but less than half a percent of the largest term. Rounding the coefficients too early could change its sign. The reduced numbers are

a = 600 × 10000²/14000³ = 0.02187,
b = 5600 × 10000/14000² = 0.28571.

The window is 0.01716 < a < 0.02516. Multiplication by |γ|³/δ² = 27440 J/cm³ gives, at fixed β, γ and δ,

−690.5 < α < −471.0 J/cm³.

Locating the edges by direct counting of minima gives the same two values to the digits shown. The coefficient may rise by 129 J/cm³, about 22% of its magnitude, before the outer wells vanish.

The stationary points at positive P are:

inner minimum: P = 4.15 μC/cm², F = −20.96 J/cm³;
intermediate maximum: P = 6.68 μC/cm², F = −12.86 J/cm³;
outer minimum: P = 8.84 μC/cm², F = −26.84 J/cm³.

The corresponding values of x = p² are 0.17205, 0.44594 and 0.78201, so m = 0.47703 and h = 0.30498. The depth formula gives

−(2/3)(10000)(0.30498)³(0.47703 − 0.44594) = −5.88 J/cm³,

equal to the difference of the listed energies. The outer wells are deeper, as a > 0.02116 requires.

From the inner well the barrier to the outer well is 8.10 J/cm³, and the barrier at P = 0 is 20.96 J/cm³. For a volume of 0.2 nm³ per copper site these are 10.1 and 26.2 meV, whereas kT is 25.9 meV at 300 K. A single site is therefore not a thermally stable memory element in this model. For the smaller barrier to reach 40 kT, a region of 20.5 nm³, about 100 sites, would have to move together.

10. Electric field and switching

In a field E the function to minimize is F − EP, and equilibrium requires E = dF/dP = p g(p²)/P₀. The units combine as (J/cm³)/(μC/cm²) = MV/cm. A uniform state loses stability where the second derivative vanishes:

α + 3βx + 5γx² + 7δx³ = 0.

For the positive branches this gives three limiting fields. The inner state loses stability at +4.94 MV/cm on the way up and at −7.97 MV/cm on the way down; the outer state does so at −10.38 MV/cm.

At +4.94 MV/cm, overdamped uniform motion carries the inner state to the outer branch. At −7.97 MV/cm the inner state crosses zero and does not stop in the negative inner well, because that branch exists only down to −4.94 MV/cm. It ends on the negative outer branch. So does the outer state at −10.38 MV/cm, where neither inner branch exists. Four zero-field minima thus do not guarantee that a slow uniform field sweep visits all four.

11. Comparison with a layered ferroelectric

The polarizations of the two wells are of the order found in CuInP₂S₆, a van der Waals ferroelectric in which copper displacements inside a layer and toward the gap between layers can give lower and higher polarization states. The coefficients are round model values, not a fit, so the computed well depths, barriers and curvatures are not predictions for this material. The limiting fields all exceed an assumed rough breakdown field of 3 MV/cm, so a film with that breakdown field would fail before reaching them. Section 10 therefore describes the ideal uniform model, not switching in a real device. There, reversal can proceed by nucleation and domain-wall motion at fields below the uniform estimate.

An imperfect electrode interface changes α. Let a film of thickness L and background permittivity ε_f be in series with a gap of thickness d and permittivity ε_g, with the outer electrodes short-circuited. Then

E_f L + E_g d = 0, ε₀ε_f E_f + P = ε₀ε_g E_g.

Eliminating E_g gives E_f = −Pd/[ε₀(ε_f d + ε_g L)]. This field opposes P and adds

Δα = P₀²d/[ε₀(ε_f d + ε_g L)]

to the coefficient of the reduced polynomial. For L = 10 nm, d = 1 nm, ε_f = 7 and ε_g = 4, Δα = 24 J/cm³. Four wells survive, but α becomes −576 J/cm³, above the equal-depth value −0.02116 × 27440 ≈ −581 J/cm³. The inner wells are then the deeper pair. With no screening at all the shift is 24.03 × 47/7 ≈ 161 J/cm³, which exceeds the margin of 129 J/cm³ and removes the outer wells. These results assume a uniform polarization and perfectly insulating layers. With the 1 nm gap the field in the gap is L/d = 10 times that in the film, about 9.6 MV/cm in the inner well and 21 MV/cm in the outer well, and without screening the film field at the remaining well is about 5 MV/cm. These values exceed the breakdown field assumed above, so in a real film leakage, charge injection or domain formation could intervene first.

Electrostriction adds −QσP² at fixed stress σ, hence Δα = −2QσP₀². For a rough |Q| = 2 m⁴/C² and a stress of 0.1 GPa the magnitude is 4 J/cm³, and four wells remain for either sign.

Thermal motion also shifts the coefficients if they describe the energy without that motion, as coefficients from static total-energy calculations do. Coefficients fitted to measurements at the working temperature already include it, and the following shift must not be added to them. Averaging F(p + r) over a Gaussian r of variance w gives, from the terms proportional to p²,

α' = α + 3βw + 15γw² + 105δw³.

The coefficients β and γ shift too, while δ does not. Take w = kT/(Vκ), where V is the volume that fluctuates as a unit and κ = 575 J/cm³ is the curvature d²F/dp² of the inner well. This one value of w is used at every p, although the outer well is stiffer and fluctuates less. For V = 10 nm³ at 300 K the rms fluctuation is 0.27 μC/cm² and α' = −588 J/cm³; four wells remain, also when the interface shift and an upward stress shift are added. For a single site of 0.2 nm³ the rms value is 1.9 μC/cm², α' = −218 J/cm³, and two minima remain; if w is taken instead from the curvature of the outer well, 3206 J/cm³, four minima remain, so this count depends on the choice of w. That fluctuation is comparable with the 2.5 μC/cm² between the inner well and the intermediate maximum, so the harmonic estimate of w is no longer reliable. The result warns that single-site fluctuations are too large for a fixed four-well energy to be trusted; it does not determine how many sites must move together, nor does it predict the phase of the material.

In a sliding ferroelectric the interlayer displacement may be the more natural coordinate. The criterion carries over to it if the energy is even in that coordinate and the eighth-order polynomial represents it over the whole range containing the four wells. The remaining computed values are in the numerical output.

Computed values

```
Random general cases tested: 2500
Random near-window cases tested: 2497
Of these, four-well cases: 314
Signs only: coefficients (-1.0, 1.0, -1.0, 1.0), D=-16, minima=2
D only, first: coefficients (-2.0, -1.0, 2.0, 1.0), D=36, minima=2
D only, second: coefficients (2.0, -1.0, -2.0, 1.0), D=36, minima=3
Polarization scale: 10 uC/cm2
alpha: -600 J/cm3
beta: 5600 J/cm3
gamma: -14000 J/cm3
delta: 10000 J/cm3
Discriminant: 3.1520e+13 (J/cm3)^4
Reduced a: 0.02187; reduced b: 0.28571
Window for a: 0.01716 to 0.02516
Equal-depth a: 0.02116
Window for alpha: -690.5 to -471.0 J/cm3
Window by counting: -690.5 to -471.0 J/cm3
Inner minimum: x=0.17205, P=4.148 uC/cm2
  F=-20.961 J/cm3, d2F/dp2=574.9 J/cm3
Barrier top: x=0.44594, P=6.678 uC/cm2
  F=-12.863 J/cm3, d2F/dp2=-820.9 J/cm3
Outer minimum: x=0.78201, P=8.843 uC/cm2
  F=-26.842 J/cm3, d2F/dp2=3206.1 J/cm3
Outer minus inner depth: -5.880 J/cm3
Barrier from inner well: 8.098 J/cm3
Barrier from outer well: 13.978 J/cm3
Barrier at zero from inner well: 20.961 J/cm3
Inner barrier per site: 10.11 meV
Zero barrier per site: 26.17 meV
Temperature: 300 K; kT: 25.85 meV
Volume for inner barrier of 40 kT: 20.5 nm3
Inner to negative side: stability-limit field -7.97 MV/cm
Inner to outer: stability-limit field 4.94 MV/cm
Outer to lower: stability-limit field -10.38 MV/cm
Rough breakdown field: 3 MV/cm
Gap 1 nm, film 10 nm; permittivities 4, 7
Depolarization shift: 24.03 J/cm3; minima: 4
Upward alpha margin: 129.0 J/cm3
Stress 0.1 GPa; |Q| 2 m4/C2
Stress shift magnitude: 4.00 J/cm3; minima: [4, 4]
Thermal volume 10.0 nm3: rms P=0.268 uC/cm2
  smoothed alpha=-588.0 J/cm3, minima=4
Thermal volume 0.2 nm3: rms P=1.898 uC/cm2
  smoothed alpha=-218.2 J/cm3, minima=2
Minima with combined upward shifts at 10 nm3: 4
```
